# Why a crystal's bulk current does not determine its orbital magnetisation, part 2

The question is whether the macroscopic orbital magnetisation of a crystal is \(\mathbf m_{\rm cell}/V\), where \(\mathbf m_{\rm cell}=\frac1{2c}\int_{\rm cell}\mathbf r\times\mathbf j\,d^3r\) and \(V\) is the cell volume. Gaussian atomic units are used: \(\hbar=m_e=e=1\), electron charge \(-1\), \(\mu_B=1/2c\). The chemical potential is \(\mu\), the occupations are \(f\), and the grand potential \(\Omega\) obeys \(\delta\Omega=-\frac1c\int\mathbf j\cdot\delta\mathbf A\,d^3r\).

The stationary periodic bulk current, with Fourier coefficients \(\mathbf j_{\mathbf G}\), fixes the local magnetisation, defined by \(c\nabla\times\mathbf M=\mathbf j\), only up to two freedoms:

\[
\mathbf M(\mathbf r)=\mathbf M_T(\mathbf r)+\nabla f(\mathbf r)+\mathbf M_0 ,\qquad
\mathbf M_{T,\mathbf G}=\frac{i\,\mathbf G\times\mathbf j_{\mathbf G}}{c\,G^2}.
\]

Here \(f(\mathbf r)\) is any periodic function, and the constant \(\mathbf M_0\) is the macroscopic magnetisation. For a volume \(\mathcal V\) with outward normal \(\mathbf n\),

\[
\frac1{2c}\int_{\mathcal V}\mathbf r\times\mathbf j\,d^3r=\int_{\mathcal V}\mathbf M\,d^3r+\frac12\oint_{\partial \mathcal V}\mathbf r\times(\mathbf n\times\mathbf M)\,dS. \tag{1}
\]

With \(\mathbf M\) continued from the vacuum, \(\mathbf m_{\rm cell}=V\mathbf M_0\) exactly when the surface term vanishes. It is sufficient that the sample current is a sum of identical closed distributions, each inside its own cell, with nothing else at the boundary.

For a cell with corner \(\mathbf r_0\), edges \(\mathbf a_k\) and \(\mathbf a_k\cdot\mathbf b_l=2\pi\delta_{kl}\),

\[
\frac{\mathbf m_{\rm cell}}{V}=\frac1{4\pi c}\sum_{k=1}^3\sum_{n\ne0}\frac{\mathbf a_k\times\mathbf j_{n\mathbf b_k}}{in}\,e^{in\mathbf b_k\cdot\mathbf r_0}. \tag{2}
\]

A value independent of \(\mathbf r_0\) can therefore only be zero.

Let \(\chi\) be 1 inside a large region and fall smoothly to 0 across its surface. The conserved current \(c\nabla\times(\chi\mathbf M)\) then realises any \(\mathbf M_0\) with the same interior current. A sharp cut carries the surface current \(\mathbf K=c\,\mathbf M\times\mathbf n\).

In two dimensions \(\mathbf M=M\hat{\mathbf z}\) and \(\mathbf j\) is a sheet current. For a straight edge along \(x\) with vacuum below, and bars denoting averages over \(x\),

\[
c\bar M(y)=\int_{-\infty}^{y}\bar j_x(y')\,dy', \tag{3}
\]

and the average of \(\bar M(y)\) over one bulk period in \(y\) is \(M_0\). Thus \(cM_0\) is the net edge current, counted counter-clockwise.

## A quantum model with bond currents

The construction with \(\chi\) is kinematic. A lattice model shows that electrons in equilibrium use the freedom. Take independent spinless electrons with \(H=\sum H_{ij}|i\rangle\langle j|\) and a position operator diagonal on the sites. From \(i\dot\psi_i=\sum_jH_{ij}\psi_j\),

\[
\frac{d|\psi_i|^2}{dt}=2\,\mathrm{Re}\Big[-i\sum_j\psi_i^*H_{ij}\psi_j\Big]=\sum_j2\,\mathrm{Im}\,[\psi_i^*H_{ij}\psi_j].
\]

Each term is the particle flow from \(j\) to \(i\). For charge \(-1\) this is the charge flow from \(i\) to \(j\), so

\[
I_{i\to j}=2\,\mathrm{Im}\,[H_{ij}\rho_{ji}],\qquad\rho_{ji}=\sum_n f_n\,\psi_{n,j}\psi_{n,i}^* .
\]

The current is placed on the straight segment between the sites, a choice that reproduces the moment given by the velocity operator. The operator \(\mathbf v=i[H,\mathbf r]\) has elements \(iH_{ij}(\mathbf r_j-\mathbf r_i)\), so \(\langle\mathbf r\times\mathbf v\rangle=\sum_{ij}iz_{ij}\,\mathbf r_i\times\mathbf r_j\) with \(z_{ij}=H_{ij}\rho_{ji}\). The terms \(ij\) and \(ji\) combine, with \(z_{ji}=z_{ij}^*\), to \(i(z-z^*)\,\mathbf r_i\times\mathbf r_j=-I_{i\to j}\,\mathbf r_i\times\mathbf r_j\). The moment \(-\frac1{2c}\langle\mathbf r\times\mathbf v\rangle\) is then \(\frac1{2c}\sum_{\rm bonds}I_{i\to j}\,\mathbf r_i\times\mathbf r_j\), and \(\mathbf r_i\times\mathbf r_j\) equals \(\int\mathbf r\times d\mathbf l\) along the straight segment.

The Haldane model lives on a honeycomb lattice with \(\mathbf a_1=(a,0)\), \(\mathbf a_2=(a/2,\sqrt3a/2)\), cell area \(A=(\mathbf a_1\times\mathbf a_2)_z\), and sites at \(\tau_s(\mathbf a_1+\mathbf a_2)\) with \(\tau_A=0\), \(\tau_B=\frac13\). The site energies are \(+\Delta\) on A and \(-\Delta\) on B, and nearest neighbours are joined by a real \(t_1\). For \(\mathbf r_j-\mathbf r_i\) equal to one of \(\mathbf d_1=\mathbf a_1\), \(\mathbf d_2=\mathbf a_2-\mathbf a_1\), \(\mathbf d_3=-\mathbf a_2\), the element \(H_{ij}\) is \(t_2e^{i\phi}\) on A and \(t_2e^{-i\phi}\) on B. A rotation by \(120^\circ\) about a site permutes the \(\mathbf d\) vectors and leaves \(H\) unchanged. In the bulk the three A–A bonds therefore carry one current \(I_A\) along \(\mathbf d\), the three B–B bonds carry one current \(I_B\), and the three nearest-neighbour bonds leaving an A site carry one current \(I_1\). At an A site three currents \(I_A\) leave and three arrive, so stationarity requires \(3I_1=0\). Only \(I_A\) and \(I_B\) remain.

Formula (2) applies to a current uniform along \(z\), for which the \(k=3\) components vanish, with \(V\to A\) for a sheet. A bond from \(\mathbf r_i\) along \(\mathbf d\) contributes to the Fourier coefficient

\[
\frac{I\,\mathbf d}{A}\,e^{-i\mathbf G\cdot\mathbf r_i}\int_0^1e^{-i\lambda\mathbf G\cdot\mathbf d}\,d\lambda .
\]

Since \(\mathbf d\) is a lattice vector, \(\mathbf G\cdot\mathbf d\) is \(2\pi\) times an integer, and the integral is 1 if \(\mathbf G\cdot\mathbf d=0\) and 0 otherwise. For \(\mathbf G=n\mathbf b_1\) only \(\mathbf d_3=-\mathbf a_2\) survives, and for \(\mathbf G=n\mathbf b_2\) only \(\mathbf d_1=\mathbf a_1\). With \(n\mathbf b_k\cdot\mathbf r_i=2\pi n\tau_s\),

\[
\mathbf j_{n\mathbf b_1}=-\frac{\mathbf a_2}{A}\sum_sI_se^{-2\pi in\tau_s},\qquad\mathbf j_{n\mathbf b_2}=\frac{\mathbf a_1}{A}\sum_sI_se^{-2\pi in\tau_s}.
\]

Both cross products \((\mathbf a_k\times\mathbf j_{n\mathbf b_k})_z\) equal \(-\sum_sI_se^{-2\pi in\tau_s}\), because \((\mathbf a_1\times\mathbf a_2)_z=A\) and \((\mathbf a_2\times\mathbf a_1)_z=-A\). Put the corner at \(\mathbf r_0=s_1\mathbf a_1+s_2\mathbf a_2\), so \(\mathbf b_k\cdot\mathbf r_0=2\pi s_k\). The sum over \(n\) is a sawtooth. The function \(\pi-x\) on \((0,2\pi)\) has zero mean, and for \(n\neq0\) integration by parts gives \(\int_0^{2\pi}xe^{-inx}dx=-2\pi/(in)\), so its Fourier coefficients are \(1/(in)\) and \(\sum_{n\ne0}e^{inx}/(in)=\pi-x\). With \(x=2\pi\{s_k-\tau_s\}\), where braces denote the fractional part, each \(k\) and \(s\) contribute \(-\frac{1}{4\pi}I_s\,(\pi-2\pi\{s_k-\tau_s\})\), and

\[
\frac{c\,m_{\rm cell}}{A}=-\frac12\sum_{s=A,B}I_s\big[1-\{s_1-\tau_s\}-\{s_2-\tau_s\}\big]. \tag{4}
\]

For the sheared cell with edges \(\mathbf a_1'=\mathbf a_1\), \(\mathbf a_2'=\mathbf a_1+\mathbf a_2\), the reciprocal vectors are \(\mathbf b_1'=\mathbf b_1-\mathbf b_2\) and \(\mathbf b_2'=\mathbf b_2\), as the four products \(\mathbf a'_k\cdot\mathbf b'_l\) confirm. The products \(\mathbf b_1'\cdot\mathbf d\) are \(2\pi,-4\pi,2\pi\), none of them zero, so the \(k=1\) term is absent. The \(k=2\) term is unchanged, since \(\mathbf a_2'\times\mathbf a_1=\mathbf a_2\times\mathbf a_1\). With the same corner,

\[
\frac{c\,m'_{\rm cell}}{A}=-\frac12\sum_sI_s\big[\tfrac12-\{s_2-\tau_s\}\big]. \tag{5}
\]

One might try to avoid cut currents by grouping the bonds into closed loops, one set per cell. The grouping is not unique. The three A bonds of a cell form the counter-clockwise triangle \(0\to\mathbf a_1\to\mathbf a_2\to0\), of area \(A/2\), centred on a B site, with moment \(+I_AA/2c\). Repeated over the lattice, the same bonds also form the clockwise triangles \(\mathbf a_2\to\mathbf a_1+\mathbf a_2\to\mathbf a_1\to\mathbf a_2\), centred on the hexagon centre \(\frac23(\mathbf a_1+\mathbf a_2)\), with moment \(-I_AA/2c\). Shifting both by \(\frac13(\mathbf a_1+\mathbf a_2)\), the B bonds form counter-clockwise loops about hexagon centres or clockwise loops about A sites. Loops about sites give \(cm/A=(I_A-I_B)/2\), and loops about hexagon centres give the opposite. The choices for A and for B are independent, so the two mixed groupings, all loops counter-clockwise or all clockwise, give \(\pm(I_A+I_B)/2\). Finite patches tiled in these ways differ only in the bonds along the boundary.

## The same bulk current with different magnetisations

Consider a ribbon, periodic along \(x\) with period \(a\), and let \(\mu\) lie in the bulk gap. A ribbon state at an energy in the gap cannot be built from propagating Bloch waves, so its wave number across the ribbon is complex and it decays exponentially away from the edges. In a wide ribbon each such state can be assigned to one edge; where branches of the two edges cross, the pair is degenerate up to an exponentially small splitting and can be recombined into one state on each edge. Changing \(\mu\) within the gap changes the occupation of these states only. The density matrix at the centre of a wide ribbon, and with it every bulk bond current, is unchanged up to exponentially small tails.

The edge current does change. In the ribbon Hamiltonian \(H(k)\) a bond with horizontal extent \(\Delta x\) enters as \(H_{ij}e^{ik\Delta x}\) plus its conjugate. The Hellmann–Feynman theorem gives, for an eigenvector \(u\) normalised in one ribbon cell,

\[
v=\frac{d\varepsilon}{dk}=\sum_{\rm bonds}2\,\mathrm{Re}\big[i\Delta x\,u_i^*H_{ij}e^{ik\Delta x}u_j\big]=-\sum_{\rm bonds}\Delta x\;2\,\mathrm{Im}\big[u_i^*H_{ij}e^{ik\Delta x}u_j\big].
\]

A bond with current \(I\) contributes \(I\Delta x\) to \(\int j_x\,d^2r\), so a state normalised on a length \(L\) carries the current \(\int\bar j_x\,dy=-v/L\). There are \(L\,dk/2\pi\) states in \(dk\). In (3), evaluated at the centre, a state on the bottom edge counts fully and a state on the top edge not at all. For occupations \(f(\varepsilon-\mu)\) the derivative \(\partial f/\partial\mu\) is a normalised peak \(\delta_\sigma(\varepsilon-\mu)\), and

\[
c\frac{dM_0}{d\mu}=-\frac1{2\pi}\sum_{\rm bottom}\int dk\,\frac{d\varepsilon}{dk}\,\delta_\sigma(\varepsilon-\mu)=-\frac{\nu}{2\pi}. \tag{6}
\]

Changing variable from \(k\) to \(\varepsilon\), a branch that crosses the peak upward gives \(+1\) and one that crosses it downward gives \(-1\), so \(\nu\) is the net number of right-moving branches on the bottom edge. It is an integer, and it is the same throughout the gap, because a branch that turns back inside the gap removes one upward and one downward crossing together. \(M_0\) is therefore linear in \(\mu\) across the gap. When \(\nu\ne0\), the case of a Chern insulator, one bulk current goes with a continuous range of \(M_0\), and no functional of the bulk current, linear or not, can return \(M_0\). The Maxwell relation from \(\Omega(\mu,B)\), \(\partial M_0/\partial\mu=\partial n/\partial B\) with \(n\) the areal electron density, turns (6) into the Středa relation, \(-\nu\) electrons gained per flux quantum \(2\pi c\).

The argument is for independent electrons and ignores the electrostatic energy of the charge added to the edges. When \(\nu=0\), \(M_0\) does not vary with \(\mu\) in the gap and this counterexample is absent, but (2) still holds, so the cell integral still either depends on the position of the cell or is zero.

A symmetric point of the model removes the bulk current altogether. Let \(S=+1\) on A and \(-1\) on B. In \(SH^*S\) the real element \(t_1\) changes sign through \(S\), the second-neighbour elements are conjugated, and the site energies are unchanged. At \(\phi=\pi/2\) the second-neighbour elements are \(\pm it_2\) and change sign under conjugation, so for \(\Delta=0\) one has \(SH^*S=-H\), in the bulk and in the ribbon alike. At \(\mu=0\), with an occupation obeying \(f(-\varepsilon)=1-f(\varepsilon)\), the density matrix \(\rho=f(H)\) satisfies \(S\rho^*S=f(-H)=1-\rho\). For \(i\ne j\) on the same sublattice this reads \(\rho_{ji}^*=-\rho_{ji}\), so \(\rho_{ji}\) is imaginary and its product with the imaginary \(H_{ij}\) is real. Between sublattices it reads \(-\rho_{ji}^*=-\rho_{ji}\), so \(\rho_{ji}\) is real, as is \(t_1\). Every bond current vanishes, at the edges too, and \(M_0(\mu=0)=0\). For other \(\mu\) in the gap the bulk currents stay zero, every cell integral is zero, and (6) integrates to \(cM_0=-\nu\mu/2\pi\).

## Numbers

The parameters are round model values: \(a=2.5\) Å, \(t_1=1.0\) eV, \(t_2=0.3\) eV, \(\phi=\pi/4\), \(\Delta=0.2\) eV. The cell area is \(A=\sqrt3a^2/2=5.41266\) Ų. Currents, and \(cM\) in two dimensions, are energies in atomic units and are quoted as \(\hbar I/e\) in eV. A loop current \(I\) round an area \(A\) has the moment \(IA/c\), which is \(2IA\) Bohr magnetons in atomic units. Restoring units with \(\hbar^2/m_e=7.61996\) eV Ų, 1 eV corresponds to \(2\times5.41266/7.61996=1.42065\,\mu_B\) per cell, and to a current \(e\cdot(1\ \mathrm{eV})/\hbar=243.413\) μA. Five or six decimals are kept only so that the arithmetic can be followed.

The bulk bands come from diagonalising the \(2\times2\) matrix \(H_{ss'}(\mathbf k)=\sum H_{ij}e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}\) on a uniform grid over the Brillouin zone. The highest lower-band energy on the grid is \(-1.4102\) eV and the lowest upper-band energy is \(0.2659\) eV. A bond current is the grid average of \(2\,\mathrm{Im}[u_s^*H_{ij}e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)}u_{s'}]\) over the lower band. This gives \(I_A=0.036597\) eV and \(I_B=-0.034962\) eV, so \(I_A-I_B=0.071559\) eV, and the nearest-neighbour currents are zero to rounding error.

For the corner \(s=(\frac16,\frac16)\) the bracket in (4) is \(1-\frac16-\frac16=\frac23\) for A. For B the fractional parts are \(\{\frac16-\frac13\}=\frac56\) and the bracket is \(1-\frac53=-\frac23\). The result is \(-\frac12\cdot\frac23(I_A-I_B)=-0.071559/3=-0.023853\) eV. For \(s=(\frac16,\frac23)\) the brackets are \(1-\frac16-\frac23=\frac16\) and \(1-\frac56-\frac13=-\frac16\), giving \(-0.071559/12=-0.005963\) eV. For \(s=(\frac23,\frac23)\) they are \(-\frac13\) and \(+\frac13\), giving \(+0.071559/6=0.011927\) eV. For the sheared cell at \(s=(\frac16,\frac23)\), the brackets in (5) are \(\frac12-\frac23=-\frac16\) and \(\frac12-\frac13=\frac16\), giving \(+0.071559/12=0.005963\) eV. Multiplying by 1.42065:

| cell | corner \(s\) | \(m_{\rm cell}\) in \(\mu_B\) |
|---|---|---|
| plain | (1/6, 1/6) | −0.03389 |
| plain | (1/6, 2/3) | −0.00847 |
| plain | (2/3, 2/3) | +0.01694 |
| sheared | (1/6, 2/3) | +0.00847 |

Four legitimate primitive cells give four values of both signs for one current, and the second and fourth share a corner. The loops about sites and about hexagon centres give \(\pm0.071559/2\) eV, that is \(\pm0.05083\,\mu_B\) per cell, and the mixed groupings give \(\pm(0.036597-0.034962)/2\) eV, that is \(\pm0.00116\,\mu_B\) per cell.

The true \(M_0\) comes from (3) in a zigzag ribbon along \(\mathbf a_1\), with 40 rows of A and B sites and a row of A sites at the bottom, diagonalised at 240 equally spaced values of \(k\). A bond contributes \(I\Delta x/a\) times the fraction of its height below \(y\), and the profile is averaged over one row spacing at the centre. To make the \(k\) sum smooth the occupation is \(f=\frac12\mathrm{erfc}[(\varepsilon-\mu)/\sigma]\) with \(\sigma=0.08\) eV. This smearing does not shift \(M_0\): the currents are linear in \(f\), the smeared \(f\) is the sharp one averaged over \(\mu\) with a symmetric weight, and a symmetric average of a linear function returns its central value. The two potentials used, \(\mu=-0.9\) eV and \(-0.3\) eV, are more than six widths from the nearer band edge, the distances being \(1.4102-0.9=0.5102\) eV and \(0.2659+0.3=0.5659\) eV. The bound \(\mathrm{erfc}(x)\le e^{-x^2}\) then keeps the change in any bulk occupation below \(e^{-36}\).

At both potentials the central bonds of the ribbon carry \(I_A=0.036597\) eV and \(I_B=-0.034962\) eV, the bulk values. The magnetisations are

\[
cM_0(-0.9\ \mathrm{eV})=0.077734\ \mathrm{eV},\qquad cM_0(-0.3\ \mathrm{eV})=-0.017759\ \mathrm{eV}.
\]

The first is \(0.077734\times1.42065=0.11043\,\mu_B\) per cell, a counter-clockwise edge current of 18.92 μA. The second is \(-0.02523\,\mu_B\) per cell, a clockwise current of 4.32 μA. The slope is \((-0.017759-0.077734)/0.6=-0.159155\). The integral that defines \(\nu\) in (6), evaluated with each state weighted by its probability in the lower half of the ribbon, is 1.000000 at both potentials, so (6) gives \(-1/2\pi=-0.159155\). The magnetisation changes sign, and changes by \(-0.13566\,\mu_B\) per cell, while every entry of the table stays where it is. Because \(M_0\) sweeps linearly through the gap, it can coincide with a given cell value at one particular \(\mu\), and such an agreement would be an accident.

At \(\phi=\pi/2\), \(\Delta=0\), with the other parameters unchanged, the gap runs from \(-1.0000\) to \(1.0000\) eV and the bulk bond currents are zero to rounding error. The same ribbon calculation at \(\mu=0.4\) eV gives \(cM_0=-0.063662\) eV, which is \(-\nu\mu/2\pi=-0.4\times0.159155\) with \(\nu=1\). This is \(-0.09044\,\mu_B\) per cell, a clockwise edge current of 15.50 μA, in a crystal for which the cell integral is zero in every cell.

## Consequences for NMR shielding

In the direct route to the shielding, an external field induces a periodic current to linear order, and the field of that current is evaluated at the nucleus. The equations \(\nabla\times\mathbf B=4\pi\mathbf j/c\) and \(\nabla\cdot\mathbf B=0\) are those solved by \(4\pi\mathbf M_T\), since \(c\nabla\times\mathbf M_T=\mathbf j\) and \(\mathbf G\cdot\mathbf M_{T,\mathbf G}=0\). So \(\mathbf B_{\mathbf G}=4\pi\mathbf M_{T,\mathbf G}\) for \(\mathbf G\ne0\): the bulk current fixes these components, and the freedom \(\nabla f\) does not reach them. The \(\mathbf G=0\) component comes from the surface current \(\mathbf K=c\mathbf M_0\times\mathbf n\). For a long cylinder parallel to \(\mathbf M_0\) this is a solenoid with interior field \(4\pi K/c=4\pi M_0\). For a slab perpendicular to \(\mathbf M_0\), \(\mathbf K\) vanishes on the faces and the field far from the rim is zero. The uniform part of the shielding thus needs the sample shape and the susceptibility, \(\mathbf M_0=\chi_m\mathbf B\), and the cell integral of the induced current supplies the latter only when the surface term of (1) vanishes, which in general it does not.

The converse method makes \(\mathbf M_0\) the whole answer. A point dipole \(\mathbf m\) at the nucleus \(\mathbf r_s\) has \(\mathbf A=\mathbf m\times\boldsymbol\rho/\rho^3\) with \(\boldsymbol\rho=\mathbf r-\mathbf r_s\). Then \(\delta E=-\frac1c\int\mathbf j\cdot\mathbf A\,d^3r=-\mathbf m\cdot\frac1c\int\boldsymbol\rho\times\mathbf j/\rho^3\,d^3r\), and the last integral is the Biot–Savart field \(\mathbf B_{\rm ind}(\mathbf r_s)\) of the electronic current. The shielding is defined by \(B_{{\rm ind},\alpha}=-\sigma_{\alpha\beta}B_\beta\), so the electronic energy has the mixed derivative \(\partial^2E/\partial m_\alpha\partial B_\beta=\sigma_{\alpha\beta}\). Taking the derivatives in the other order, with the electronic moment \(m^{\rm el}_\beta=-\partial E/\partial B_\beta\),

\[
\sigma_{\alpha\beta}=-\frac{\partial m^{\rm el}_\beta}{\partial m_\alpha}\bigg|_{\mathbf B=0}.
\]

The shielding is the orbital moment induced by the dipole in zero field. For a finite system this is exact at the stated order. In a periodic supercell of volume \(V\) the dipole is repeated, the induced current is periodic, and the moment per dipole is \(V\mathbf M_0\), with the uniform part of the field again fixed by a choice of sample shape. For an isolated molecule in a large box the electrons, and so the induced current, stay inside the box, the sufficient condition found from (1) holds, and the cell integral is correct. In a solid or liquid whose electron density reaches the cell walls the surface term of (1) has no reason to vanish, and (2) shows that the cell integral would either make \(\sigma\) depend on where the supercell is drawn or give zero. The induced \(\mathbf M_0\) has to be taken from the wavefunctions, either through an edge as in (3) or through the \(k\)-space expression known as the modern theory of orbital magnetisation, which is built from \(k\)-derivatives of the Bloch functions and is not needed for the argument here.
